# Mean EXAFS distance and crystallographic distance in a linear bridge: a program that tests the result

```python
"""
Mean interatomic distance against distance between mean positions.

Result under test:  <|r|> - R = M/(2R) + higher orders,  R = |<r>|,
where M is the perpendicular mean square relative displacement, summed over
the two transverse directions.  For a linear bridge A-B-A whose transverse
energy is kappa*D^2/2 per direction, D = u_B - (u_A1 + u_A2)/2,
    M = coth(omega/(2 kT)) / (mu omega),  omega = sqrt(kappa/mu),
    mu = 2 m_A m_B / (2 m_A + m_B).
Symbols: p = relative displacement along the bond, s = length of the
transverse relative displacement, k_bond = stretching constant of each bond,
lam = photoelectron mean free path.  Hartree atomic units throughout.
The rotation of the bridge as a whole is taken as blocked.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad

BOHR_IN_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10

R = 3.6
m_A, m_B = 100000.0, 30000.0
kappa, k_bond = 0.006, 0.1
lam = 15.0
kT_main = 0.001
kT_list = [0.0001, 0.0005, kT_main]


def oscillator_moments(omega, kT, size=200):
    """Thermal <q^2>, <q^4> of a unit-mass oscillator from matrix traces."""
    off = np.sqrt(np.arange(1, size) / (2 * omega))
    q = np.diag(off, 1) + np.diag(off, -1)
    weight = np.exp(-np.arange(size) * omega / kT)
    weight /= weight.sum()
    q2 = q @ q
    return weight @ np.diag(q2), weight @ np.diag(q2 @ q2)


def thermal_covariance(hessian, masses, kT):
    """Displacement covariance from normal modes; zero modes left out."""
    root = np.sqrt(masses)
    squares, vectors = np.linalg.eigh(hessian / np.outer(root, root))
    cov = np.zeros_like(hessian)
    for w2, v in zip(squares, vectors.T):
        if w2 > 1e-12:
            cov += oscillator_moments(np.sqrt(w2), kT)[0] * np.outer(v, v)
    return cov / np.outer(root, root)


def distance_samples(var_par, var_perp):
    """Quadrature nodes |r| and weights for independent Gaussian motion."""
    x, w = np.polynomial.hermite_e.hermegauss(40)
    w = w / w.sum()
    p, a, b = np.meshgrid(np.sqrt(var_par) * x, np.sqrt(var_perp) * x,
                          np.sqrt(var_perp) * x, indexing="ij")
    weights = w[:, None, None] * w[None, :, None] * w[None, None, :]
    return np.sqrt((R + p)**2 + a**2 + b**2), weights


# ---- exact identity and inequality on a strongly skewed, broad sample
rng = np.random.default_rng(3)
sample = rng.exponential(1.0, (4000, 3)) * [1.5, 1.0, 2.0] + [1.0, -1.0, -2.0]
mean_vector = sample.mean(axis=0)
R_sample = np.linalg.norm(mean_vector)
r_sample = np.linalg.norm(sample, axis=1)
z_sample = sample @ mean_vector / R_sample
s2_sample = np.sum((sample - np.outer(z_sample, mean_vector / R_sample))**2,
                   axis=1)
excess = r_sample.mean() - R_sample
assert excess > 0
assert abs(excess - np.mean(s2_sample / (r_sample + z_sample))) < 1e-9

# ---- expansion of the distance to fourth order in the displacements
Rs, ps, ss, eps = sp.symbols("R p s epsilon", positive=True)
distance = sp.sqrt((Rs + eps * ps)**2 + eps**2 * ss**2)
taylor = sum(sp.diff(distance, eps, n).subs(eps, 0) / sp.factorial(n)
             for n in range(5))
stated = (Rs + ps + ss**2 / (2 * Rs) - ps * ss**2 / (2 * Rs**2)
          + ps**2 * ss**2 / (2 * Rs**3) - ss**4 / (8 * Rs**3))
assert sp.simplify(taylor - stated) == 0

# ---- bridge: covariances from diagonalization against closed formulas
masses = np.array([m_A, m_B, m_A])
bend = np.array([-0.5, 1.0, -0.5])
bond1, bond2 = np.array([-1.0, 1.0, 0.0]), np.array([0.0, -1.0, 1.0])
ends = np.array([-1.0, 0.0, 1.0])
H_perp = kappa * np.outer(bend, bend)
H_par = k_bond * (np.outer(bond1, bond1) + np.outer(bond2, bond2))
mu = 2 * m_A * m_B / (2 * m_A + m_B)
omega = np.sqrt(kappa / mu)
a_ratio = m_B / (2 * m_A)

table = []
for kT in kT_list:
    cov = thermal_covariance(H_perp, masses, kT)
    M_modes = 2 * bond1 @ cov @ bond1
    M_formula = 1 / (np.tanh(omega / (2 * kT)) * mu * omega)
    assert abs(M_modes / M_formula - 1) < 1e-8
    assert abs(ends @ cov @ ends) < 1e-10 * M_modes
    var_par_T = bond1 @ thermal_covariance(H_par, masses, kT) @ bond1
    r_T, w_T = distance_samples(var_par_T, M_modes / 2)
    shift_T = np.sum(w_T * r_T) - R
    assert abs(shift_T / (M_formula / (2 * R)) - 1) < 0.02
    table.append((kT, M_formula, M_formula / (2 * R), shift_T))

M = M_formula
var_par = var_par_T
U_A, U_B = cov[0, 0], cov[1, 1]
M_uncorrelated = 2 * (U_A + U_B)
assert cov[0, 1] < 0
assert abs(M_modes / M_uncorrelated
           / ((1 + a_ratio)**2 / (1 + a_ratio**2)) - 1) < 1e-8
q2, q4 = oscillator_moments(omega, kT_main)
assert abs(q4 / (3 * q2**2) - 1) < 1e-8          # thermal motion is Gaussian

# ---- limits of the thermal shift
leading = M / (2 * R)
classical = kT_main / (kappa * R)
zero_point = 1 / (2 * R * mu * omega)
hot = thermal_covariance(H_perp, masses, 0.004)
assert abs(bond1 @ hot @ bond1 / R / (0.004 / (kappa * R)) - 1) < 0.005
cold = thermal_covariance(H_perp, masses, omega / 20)
assert abs(bond1 @ cold @ bond1 / R / zero_point - 1) < 1e-6

# ---- mean distance by quadrature, correction and order of the error
r, w = distance_samples(var_par, M / 2)
mean_r = np.sum(w * r)
exact = mean_r - R
fourth = leading * (1 + var_par / R**2 - M / (2 * R**2))
assert abs(exact / fourth - 1) < 2e-3            # sixth-order remainder
r_small, w_small = distance_samples(var_par / 4, M / 8)
error_small = np.sum(w_small * r_small) - R - leading / 4
error_ratio = (exact - leading) / error_small
assert 15 < error_ratio < 16.5                   # error quadratic in variances
r_only, w_only = distance_samples(var_par, 0.0)
assert abs(np.sum(w_only * r_only) - R) < 1e-10  # parallel motion: no shift

# ---- rigid bonds: the distance between mean positions contracts
r0 = R
R_rigid = quad(lambda t: np.sqrt(r0**2 - t) * np.exp(-t / M) / M,
               0, r0**2, epsabs=1e-12, epsrel=1e-11, limit=300,
               points=[M, 10 * M])[0]
rigid_shift = r0 - R_rigid
assert abs(rigid_shift / (M / (2 * R_rigid)) - 1) < 1e-3
bridge_shortening = 2 * rigid_shift

# ---- mean of the distribution weighted by exp(-2r/lam)/r^2
var_r = np.sum(w * (r - mean_r)**2)
var_estimate = var_par + M**2 / (4 * R**2)
assert abs(var_estimate / var_r - 1) < 0.05      # next order is a few percent
weighted = w * np.exp(-2 * r / lam) / r**2
mean_weighted = np.sum(weighted * r) / weighted.sum()
weight_shift = mean_weighted - mean_r
weight_estimate = -2 * var_estimate * (1 / R + 1 / lam)
assert abs(weight_estimate / weight_shift - 1) < 0.06

# ---- output
print("INPUT")
print(f"crystallographic distance R = {R:.2f} bohr")
print(f"end mass m_A = {m_A:.0f} electron masses")
print(f"centre mass m_B = {m_B:.0f} electron masses")
print(f"bending constant kappa = {kappa:.4f} hartree/bohr^2")
print(f"stretching constant k_bond = {k_bond:.2f} hartree/bohr^2")
print(f"mean free path lam = {lam:.1f} bohr")
print(f"main temperature kT = {kT_main:.4f} hartree")
print("BRIDGE MODE")
print(f"reduced mass mu = {mu:.1f} electron masses")
print(f"bending frequency omega = {omega:.4e} hartree")
print(f"omega/(2 kT) = {omega / (2 * kT_main):.4f}")
print(f"coth(omega/(2 kT)) = {1 / np.tanh(omega / (2 * kT_main)):.4f}")
print(f"amplitude ratio m_B/(2 m_A) = {a_ratio:.3f}")
print("DISPLACEMENTS AT MAIN TEMPERATURE")
print(f"M, both directions = {M:.5f} bohr^2")
print(f"M/2, one direction = {M / 2:.5f} bohr^2")
print(f"parallel variance = {var_par:.5f} bohr^2")
print(f"U_A, one direction = {U_A:.5f} bohr^2")
print(f"U_B, one direction = {U_B:.5f} bohr^2")
print(f"2(U_A+U_B), no correlation = {M_uncorrelated:.5f} bohr^2")
print(f"M / uncorrelated value = {M / M_uncorrelated:.4f}")
print("MEAN DISTANCE")
print(f"leading shift M/(2R) = {leading:.5f} bohr")
print(f"leading shift M/(2R) = {leading * BOHR_IN_ANGSTROM:.4f} angstrom")
print(f"shift to fourth order = {fourth:.5f} bohr")
print(f"shift by quadrature = {exact:.5f} bohr")
print(f"shift by quadrature = {exact * BOHR_IN_ANGSTROM:.4f} angstrom")
print(f"mean distance by quadrature = {mean_r:.5f} bohr")
print(f"leading/quadrature - 1 = {100 * (leading / exact - 1):.2f} percent")
print(f"error ratio, variances 1 : 1/4 = {error_ratio:.2f}")
print(f"classical limit kT/(kappa R) = {classical:.5f} bohr")
print(f"zero-point limit = {zero_point:.5f} bohr")
print(f"shift from uncorrelated U = {M_uncorrelated / (2 * R):.5f} bohr")
print("TEMPERATURES: kT (hartree), M (bohr^2), M/(2R), quadrature (bohr)")
for kT, M_T, lead_T, exact_T in table:
    print(f"{kT:.4f}  {M_T:.5f}  {lead_T:.5f}  {exact_T:.5f}")
print("RIGID BONDS, r0 = R of the input, same M")
print(f"distance of mean positions = {R_rigid:.5f} bohr")
print(f"apparent bond shortening = {rigid_shift:.5f} bohr")
print(f"M/(2R) with contracted R = {M / (2 * R_rigid):.5f} bohr")
print(f"end-to-end shortening = {bridge_shortening:.5f} bohr")
print("WEIGHTED DISTRIBUTION")
print(f"variance of r, quadrature = {var_r:.5f} bohr^2")
print(f"variance of r, estimate = {var_estimate:.5f} bohr^2")
print(f"shift of weighted mean = {weight_shift:.5f} bohr")
print(f"estimate of that shift = {weight_estimate:.5f} bohr")
print(f"weighted mean minus R = {mean_weighted - R:.5f} bohr")
print("finished without a failed check")
```

Running it gives:

```
INPUT
crystallographic distance R = 3.60 bohr
end mass m_A = 100000 electron masses
centre mass m_B = 30000 electron masses
bending constant kappa = 0.0060 hartree/bohr^2
stretching constant k_bond = 0.10 hartree/bohr^2
mean free path lam = 15.0 bohr
main temperature kT = 0.0010 hartree
BRIDGE MODE
reduced mass mu = 26087.0 electron masses
bending frequency omega = 4.7958e-04 hartree
omega/(2 kT) = 0.2398
coth(omega/(2 kT)) = 4.2499
amplitude ratio m_B/(2 m_A) = 0.150
DISPLACEMENTS AT MAIN TEMPERATURE
M, both directions = 0.33970 bohr^2
M/2, one direction = 0.16985 bohr^2
parallel variance = 0.01326 bohr^2
U_A, one direction = 0.00289 bohr^2
U_B, one direction = 0.12843 bohr^2
2(U_A+U_B), no correlation = 0.26264 bohr^2
M / uncorrelated value = 1.2934
MEAN DISTANCE
leading shift M/(2R) = 0.04718 bohr
leading shift M/(2R) = 0.0250 angstrom
shift to fourth order = 0.04661 bohr
shift by quadrature = 0.04663 bohr
shift by quadrature = 0.0247 angstrom
mean distance by quadrature = 3.64663 bohr
leading/quadrature - 1 = 1.18 percent
error ratio, variances 1 : 1/4 = 15.59
classical limit kT/(kappa R) = 0.04630 bohr
zero-point limit = 0.01110 bohr
shift from uncorrelated U = 0.03648 bohr
TEMPERATURES: kT (hartree), M (bohr^2), M/(2R), quadrature (bohr)
0.0001  0.08126  0.01129  0.01126
0.0005  0.17925  0.02490  0.02475
0.0010  0.33970  0.04718  0.04663
RIGID BONDS, r0 = R of the input, same M
distance of mean positions = 3.55218 bohr
apparent bond shortening = 0.04782 bohr
M/(2R) with contracted R = 0.04782 bohr
end-to-end shortening = 0.09565 bohr
WEIGHTED DISTRIBUTION
variance of r, quadrature = 0.01505 bohr^2
variance of r, estimate = 0.01548 bohr^2
shift of weighted mean = -0.01025 bohr
estimate of that shift = -0.01067 bohr
weighted mean minus R = 0.03638 bohr
finished without a failed check
```
